\section*{Spherical density from three energy moments in the LMTO method}

\section{What symmetry and dimensions allow}

Consider one atomic sphere of radius $s$ in a solid, with a spherical potential $V(r)$. We want the spherical average $n(r)$ of the electron density in it. Averaging over directions leaves no room for products of different angular momenta, so $n(r)$ is a sum over $l$ of terms quadratic in radial functions of that $l$.

Let $\phi_l(E,r)$ be the radial solution at energy $E$, and let $N_l(E)$ be the projected density of states, both defined precisely below. If the occupied states lie close to a chosen energy $E_\nu$, they can be described by a few moments
\begin{equation}
m_q=\int^{E_F}N_l(E)\,(E-E_\nu)^q\,dE ,\qquad q=0,1,2,\dots
\label{moments}
\end{equation}
The moment $m_q$ has the dimension of energy to the power $q$. It must multiply a function $F_q(E_\nu,r)$ with the dimension of energy$^{-q}$ times length$^{-3}$. With dots for energy derivatives, the quadratic expressions with the right number of derivatives are $\phi^2$ for $q=0$, $\phi\dot\phi$ for $q=1$, and $\dot\phi^2$ and $\phi\ddot\phi$ for $q=2$.

The numerical factors follow from a second symmetry: $E_\nu$ is our choice, and the density cannot depend on it. Differentiating (\ref{moments}) with the occupied states held fixed gives $dm_0/dE_\nu=0$, $dm_1/dE_\nu=-m_0$ and $dm_2/dE_\nu=-2m_1$. Therefore
\begin{equation}
\frac{d}{dE_\nu}\sum_{q=0}^{2}m_qF_q
=m_0(\dot F_0-F_1)+m_1(\dot F_1-2F_2)+m_2\dot F_2 .
\label{shift}
\end{equation}
If all states lie at $E_\nu$, the density is proportional to $\phi^2$, so $F_0=\phi^2$. The first two brackets must vanish, because $m_0$ and $m_1$ are independent. Hence
\begin{equation}
F_1=2\phi\dot\phi,\qquad F_2=\tfrac12\dot F_1=\dot\phi^2+\phi\ddot\phi .
\end{equation}
The last term of (\ref{shift}) would be cancelled by a third moment, which we have dropped. The form of the answer is thus
\begin{equation}
4\pi n(r)\simeq\sum_l\left\{m_0\,\phi^2+m_1\,2\phi\dot\phi
+m_2\,(\dot\phi^2+\phi\ddot\phi)\right\},
\label{main}
\end{equation}
where the moments and radial functions carry an index $l$ and belong to $E_{\nu l}$. We now derive it from the wave functions, with its error.

\section{From wave functions to the projected density of states}

We use Rydberg units, $H=-\nabla^2+V$, with lengths in Bohr. The potential is held fixed. In the atomic-sphere approximation a state $j$ of energy $E_j$ is, inside the sphere,
\begin{equation}
\psi_j(\mathbf r)=\sum_{lm}c_{j,lm}\,\phi_l(E_j,r)\,Y_{lm}(\hat{\mathbf r}).
\end{equation}
Here $\phi_l$ is real, regular at the origin, continuous in $E$, and normalized at every energy:
\begin{equation}
\langle\phi_l|\phi_l\rangle\equiv\int_0^s\phi_l(E,r)^2\,r^2dr=1 .
\label{norm}
\end{equation}
Since $\int Y^*_{lm}Y_{l'm'}\,d\Omega=\delta_{ll'}\delta_{mm'}$, the angular average is
\begin{equation}
\frac1{4\pi}\int|\psi_j|^2d\Omega
=\frac1{4\pi}\sum_{lm}|c_{j,lm}|^2\,\phi_l(E_j,r)^2 .
\end{equation}
This holds for each state separately, whatever the crystal symmetry. Let $g_j$ be the weight of state $j$, including spin and the Brillouin-zone weight, and define
\begin{equation}
N_l(E)=\sum_jg_j\sum_m|c_{j,lm}|^2\,\delta(E-E_j).
\end{equation}
Summing over occupied states gives
\begin{equation}
4\pi n(r)=\sum_l\int^{E_F}N_l(E)\,\phi_l(E,r)^2\,dE .
\label{exact}
\end{equation}
Within the atomic-sphere model no expansion has yet been made. From here on the index $l$ is dropped where one channel is meant.

\section{The energy derivatives of the radial function}

The radial equation is $(H_l-E)\phi=0$, where $H_l$ contains the centrifugal term. Differentiating once and twice with respect to $E$, and then setting $E=E_\nu$, gives
\begin{equation}
(H_l-E_\nu)\dot\phi=\phi,\qquad (H_l-E_\nu)\ddot\phi=2\dot\phi .
\label{radial}
\end{equation}
These equations do not fix $\dot\phi$ and $\ddot\phi$ completely, since a multiple of $\phi$ can be added to either solution. The normalization supplies what is missing. Differentiating (\ref{norm}) once and twice,
\begin{align}
2\langle\phi|\dot\phi\rangle&=0, \label{orth}\\
2\langle\dot\phi|\dot\phi\rangle+2\langle\phi|\ddot\phi\rangle&=0
\quad\Rightarrow\quad \langle\phi|\ddot\phi\rangle=-p,\qquad
p\equiv\langle\dot\phi|\dot\phi\rangle . \label{pdef}
\end{align}

In practice one integrates outward a solution $R(E,r)$ with some convenient starting value. Write $R=g\phi$ with $g=\langle R|R\rangle^{1/2}$. Then $\dot R=\dot g\phi+g\dot\phi$. Projection on $\phi$ and use of (\ref{orth}) give
\begin{equation}
\dot g=\langle\phi|\dot R\rangle,\qquad \dot\phi=(\dot R-\dot g\,\phi)/g .
\end{equation}
Next, $\ddot R=\ddot g\phi+2\dot g\dot\phi+g\ddot\phi$. Its projection on $\phi$ is $\langle\phi|\ddot R\rangle=\ddot g-gp$, by (\ref{orth}) and (\ref{pdef}), so that
\begin{equation}
\ddot g=\langle\phi|\ddot R\rangle+gp,\qquad
\ddot\phi=(\ddot R-2\dot g\,\dot\phi-\ddot g\,\phi)/g .
\end{equation}

\section{Expansion of the density}

Put $\varepsilon=E-E_\nu$. The quantity to expand in (\ref{exact}) is $\phi^2$. Its derivatives are
\begin{align}
\frac{d\phi^2}{dE}&=2\phi\dot\phi,\\
\frac{d^2\phi^2}{dE^2}&=2\dot\phi^2+2\phi\ddot\phi,\\
\frac{d^3\phi^2}{dE^3}&=4\dot\phi\ddot\phi+2\dot\phi\ddot\phi+2\phi\dddot\phi
=6\dot\phi\ddot\phi+2\phi\dddot\phi .
\end{align}
Dividing by $1!$, $2!$ and $3!$,
\begin{equation}
\phi(E,r)^2=\phi^2+2\varepsilon\phi\dot\phi
+\varepsilon^2(\dot\phi^2+\phi\ddot\phi)
+\varepsilon^3\left(\dot\phi\ddot\phi+\tfrac13\phi\dddot\phi\right)+O(\varepsilon^4),
\label{taylor}
\end{equation}
with the functions on the right taken at $E_\nu$. Multiplication by $N_l(E)$ and integration turn each $\varepsilon^q$ into $m_q$. This is (\ref{main}), and the leading omitted term is
\begin{equation}
m_3\left(\dot\phi\ddot\phi+\tfrac13\phi\dddot\phi\right).
\label{rest}
\end{equation}
In this approximation the crystal structure and the band filling enter the density of each channel through three numbers.

\subsection{Charge}

Integrate the three shape functions over the sphere with weight $r^2$. By (\ref{norm}), (\ref{orth}) and (\ref{pdef}),
\begin{equation}
\langle\phi|\phi\rangle=1,\qquad 2\langle\phi|\dot\phi\rangle=0,\qquad
\langle\dot\phi|\dot\phi\rangle+\langle\phi|\ddot\phi\rangle=p-p=0 .
\end{equation}
The channel therefore holds $m_0$ electrons for any $E_\nu$, even a bad one. The terms with $m_1$ and $m_2$ move charge radially without creating any. A correct total charge is thus no evidence that $E_\nu$ is well chosen.

\subsection{The range of validity}

The norm of $\varepsilon\dot\phi$ is $|\varepsilon|\sqrt p$. At $|\varepsilon|=p^{-1/2}$ the correction to the wave is as large as the wave itself, so the occupied states should satisfy $|\varepsilon|\ll p^{-1/2}$. This is a scale for judging the expansion, not a radius of convergence.

In the limit of a very narrow band all the higher moments vanish if $E_\nu$ lies in the band, and $4\pi n=m_0\phi^2$. If $\phi$ has a node at some radius, the first two terms of (\ref{main}) vanish there, and to second order the channel contributes $m_2\dot\phi^2$ to $4\pi n$: the nodes of states at different energies do not coincide.

If two well separated groups of occupied states share the same $l$, such as a semicore band and a valence band, one $E_\nu$ may serve neither. Equation (\ref{exact}) is additive in energy, so the integral can be split into two windows, each with its own $E_\nu$ and moments.

\section{Why $\phi\ddot\phi$ is needed}

The linear method describes a wave near $E_\nu$ by $\phi+\varepsilon\dot\phi$. One might square this and stop. By (\ref{orth}) the squared norm is $1+p\varepsilon^2$, so the density of the normalized linear wave is
\begin{align}
\frac{(\phi+\varepsilon\dot\phi)^2}{1+p\varepsilon^2}
&=(\phi^2+2\varepsilon\phi\dot\phi+\varepsilon^2\dot\phi^2)(1-p\varepsilon^2+\dots)\nonumber\\
&=\phi^2+2\varepsilon\phi\dot\phi+\varepsilon^2(\dot\phi^2-p\phi^2)+O(\varepsilon^3).
\label{linear}
\end{align}
Subtracting this from (\ref{taylor}) leaves
\begin{equation}
\varepsilon^2\,\phi\,(\ddot\phi+p\phi)+O(\varepsilon^3).
\label{missing}
\end{equation}
The bracket is the part of $\ddot\phi$ orthogonal to $\phi$, since $\langle\phi|\ddot\phi+p\phi\rangle=-p+p=0$. It cannot vanish identically: if $\ddot\phi=-p\phi$, then $(H_l-E_\nu)\ddot\phi=0$, whereas (\ref{radial}) requires $2\dot\phi$. Normalization accounts for the component of $\ddot\phi$ along $\phi$, but the rest changes the radial shape at second order. A density correct to second order thus needs $\ddot\phi$, although the wave itself was written to first order.

\section{The choice of $E_\nu$}

Let $m_0>0$. Define the centre of gravity $C$ of the occupied projected states and their central moments $\mu_q$:
\begin{equation}
C=\frac1{m_0}\int^{E_F}N_l\,E\,dE,\qquad
\mu_q=\int^{E_F}N_l\,(E-C)^q\,dE,\qquad \mu_1=0 .
\end{equation}
With $\delta=E_\nu-C$ we have $E-E_\nu=(E-C)-\delta$. Expanding the powers and using $\mu_1=0$,
\begin{align}
m_1&=-\delta m_0, \label{m1}\\
m_2&=\mu_2+\delta^2m_0, \label{m2}\\
m_3&=\mu_3-3\delta\mu_2-\delta^3m_0 . \label{m3}
\end{align}

The choice $E_\nu=C$ makes the first-order term vanish and gives $m_2$ its smallest value. The density is then
\begin{equation}
4\pi n\simeq\sum_l\{m_0\phi^2+\mu_2(\dot\phi^2+\phi\ddot\phi)\}.
\end{equation}
From any starting value, (\ref{m1}) gives $C=E_\nu+m_1/m_0$. For a given density of states one step suffices. In a self-consistent calculation the potential and the bands change, so the step is repeated in each cycle, for each $l$ and each inequivalent atom.

A small $m_2$ is not the same thing as a small error, because the $m_2$ term is included in (\ref{main}). The leading error is proportional to $m_3$. From (\ref{m3}),
\begin{equation}
\frac{dm_3}{d\delta}=-3\mu_2-3\delta^2m_0<0\qquad(\mu_2>0),
\end{equation}
and $m_3$ runs from $+\infty$ to $-\infty$ as $\delta$ increases. It therefore has one real zero. With $E_\nu$ there, the error (\ref{rest}) disappears and the remainder is of fourth order in the band width. For small skewness the cubic term in (\ref{m3}) is negligible, and
\begin{equation}
\delta\simeq\frac{\mu_3}{3\mu_2}.
\label{delta}
\end{equation}
For a symmetric distribution $\mu_3=0$, and the zero coincides with $C$. Otherwise $C$ is a simple choice close to that zero when the skewness is small, but it does not in general remove the third-order error. Neither choice need minimize the total error exactly, since the higher terms also depend on $E_\nu$.

Both choices serve the occupied states. If empty states far above $E_F$ are wanted, their linear waves omit $\tfrac12\varepsilon^2\ddot\phi$ with a large $\varepsilon$, and another $E_\nu$ is called for. For a channel with $m_0=0$, $C$ is undefined, but that channel contributes no density.

\section{A worked example: a model $d$ band}

\subsection{The model}

Take $s=3$ Bohr and
\begin{equation}
V(r)=2Z\left(\frac1s-\frac1r\right),\qquad Z=6,
\end{equation}
which is zero at the sphere boundary. The spheres sit on an fcc lattice and have the volume of the unit cell, $4\pi s^3/3=a^3/4$, so $a=(16\pi/3)^{1/3}s=7.677$ Bohr. The channel $l=2$ is kept alone and holds six electrons.

The band energies come from matching at $r=s$ to waves of zero kinetic energy, that is, to solutions of Laplace's equation. For $l=2$ their radial parts are $K=(s/r)^3$ and $J=(r/s)^2/10$. Let $\phi$ match $K-PJ$ in logarithmic derivative $D=s\phi'(s)/\phi(s)$:
\begin{equation}
D=\frac{-3-P/5}{1-P/10}\quad\Rightarrow\quad
D+3=\frac{P}{10}(D-2)\quad\Rightarrow\quad P(E)=10\,\frac{D+3}{D-2}.
\end{equation}
The tail $K_m$ from a site at $\mathbf R$, expanded about the origin, has the $l=2$ part $-\sum_{m'}J_{m'}S_{m'm}(\mathbf R)$, which defines $S$. A Bloch sum with amplitudes $b_m$ then gives, in the central sphere, $\sum_mb_mK_m-\sum_{m'm}J_{m'}S^{\mathbf k}_{m'm}b_m$. This must equal $\sum_mb_m(K_m-PJ_m)$, whence
\begin{equation}
\sum_mS^{\mathbf k}_{m'm}b_m=P(E)\,b_{m'} .
\end{equation}
The band energies are thus the solutions of $P(E)=$ eigenvalue of $S^{\mathbf k}$. The function $P(E)$ has several branches, separated by its poles at $D=2$; we use the branch between the two lowest poles, on which each eigenvalue gives one energy.

The lattice sum is cut at three lattice constants, and 512 $\mathbf k$ points are used. The reference density is the direct sum of $\phi(E_j,r)^2$ over the occupied states. It is exact for this model and mesh, apart from rounding. Hybridization, self-consistency, relativity and nonspherical potentials are left out.

\subsection{Moments}

On this mesh the levels run from $-0.334$ to $0.252$ Ry, a spread of $0.586$ Ry ($7.97$ eV), and the highest occupied level is $E_F=0.037$ Ry. The mesh is shifted off the symmetry points, so the true band edges lie further out, by a little under $0.01$ Ry at each end; below, the band bottom means the lowest level on the mesh. The centre of gravity of the occupied part is $C=-0.1367$ Ry ($-1.860$ eV). There $m_0=6$, $\mu_2=0.05416$ Ry$^2$ and $\mu_3=0.000277$ Ry$^3$. These digits belong to this mesh. On finer meshes $\mu_2$ moves by less than $0.5\%$, but $\mu_3$, a small difference of larger terms, moves by about $10\%$, and the numbers below that depend on it shift accordingly. The rms width is
\begin{equation}
\sqrt{\mu_2/m_0}=\sqrt{0.05416/6}=0.095\ \text{Ry},
\end{equation}
about 7\% of $p^{-1/2}=1.30$ Ry, so the expansion should work well.

Equation (\ref{delta}) places the zero of $m_3$ at $\delta\simeq0.000277/(3\times0.05416)=0.0017$ Ry, or $E_\nu=-0.1350$ Ry, in agreement with the numerical root. For $E_\nu=E_F$, instead, $\delta=0.1740$ Ry, and (\ref{m1}) and (\ref{m2}) give
\begin{align}
m_1&=-0.1740\times6=-1.044\ \text{Ry},\\
m_2&=0.0542+0.1740^2\times6=0.236\ \text{Ry}^2,
\end{align}
as computed directly from the states.

\subsection{Density at the sphere boundary}

At $r=s$ and $E_\nu=C$ the radial functions are $\phi=0.1682$, $\dot\phi=-0.4142$ and $\ddot\phi=-0.2974$, in Bohr$^{-3/2}$ times Ry to the powers $0$, $-1$ and $-2$. The two contributions, in Bohr$^{-3}$, are
\begin{align}
\frac{m_0\phi^2}{4\pi}&=\frac{6\times0.02828}{12.566}=0.01350,\\
\frac{\mu_2(\dot\phi^2+\phi\ddot\phi)}{4\pi}
&=\frac{0.05416\,(0.1716-0.0500)}{12.566}=0.00052 .
\end{align}
The sum is $0.01403$, which agrees with the direct sum to about $0.03\%$ of the latter. The first term alone is 3.8\% too low. The second-order linear form (\ref{linear}) replaces $\phi\ddot\phi=-0.0500$ by $-p\phi^2=-0.5895\times0.02828=-0.0167$. Its correction is then $0.00067$, and the density is 1.0\% too high.

At $r=2$ Bohr the $m_2$ term is negative, $-0.00039$ Bohr$^{-3}$, while at $0.5$, $1$ and $3$ Bohr it is positive. The finite band width thus takes charge from the region around 2 Bohr and places it both further in and further out.

\subsection{The whole sphere}

Let the misplaced charge be $\tfrac12\int_0^s|\Delta(4\pi n)|\,r^2dr$, where $\Delta$ is the difference from the direct sum. In electrons, out of six, it is:

\begin{center}
\begin{tabular}{lc}
Approximation & Misplaced charge\\
three moments, $E_\nu=C$ & $0.00037$\\
three moments, $m_3=0$ & $0.00027$\\
three moments, $E_\nu=E_F$ & $0.031$\\
three moments, band bottom & $0.024$\\
$m_0\phi^2$ alone, $E_\nu=C$ & $0.016$\\
normalized linear waves, $E_\nu=C$ & $0.013$
\end{tabular}
\end{center}

At $C$, the three-moment density is better than that of the linear waves by a factor of about 34. This factor is particular to the example. The occupied part of this band is nearly symmetric, with a skewness $\mu_3/[m_0(\mu_2/m_0)^{3/2}]=0.000277/(6\times0.095^3)\approx0.05$, so the leading error (\ref{rest}) is already small at $C$. For a distribution of the same width that is more skewed in the same direction, that term would be larger in proportion to $\mu_3$, and the gain smaller. The sign matters: a moderate skewness of the opposite sign can partly cancel the fourth-order term and make the gain larger. The small skewness also contributes to the close agreement found at the sphere boundary, and it limits what can be gained by moving to the zero of $m_3$. With $E_\nu$ at the Fermi level, three moments do worse than $m_0\phi^2$ alone does at $C$.

Moving from $C$ to the zero of $m_3$ lowers the error by only 28\%. What remains there comes from fourth and higher moments, since the third is zero. The band bottom gives a smaller error than the Fermi level, although $|m_3|$ is larger there, $0.078$ against $0.060$ Ry$^3$. The size of $m_3$ alone does not rank such distant choices, because the function multiplying it in (\ref{rest}) also depends on $E_\nu$ and higher terms contribute. The calculation does not separate these two effects.

The orders of the errors are tested on a skewed set of levels whose width is halved. The measured exponents are $1.99$ for $m_0\phi^2$ alone at $C$, $2.00$ for linear waves, $2.99$ for three moments at $C$ and $4.00$ at the zero of $m_3$. They agree with the expected orders 2, 2, 3 and 4. For a still narrower set, the remainder matches (\ref{rest}) to $0.5\%$ of the predicted misplaced charge.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 6, s = 3.0 Bohr, d electrons = 6
fcc lattice constant = 7.6766 Bohr
lattice vectors = 458, k points = 512
canonical eigenvalues: -15.744 to 10.712
band bottom = -0.3336 Ry, band top = 0.2524 Ry
full band width = 0.5861 Ry = 7.974 eV
Fermi level = 0.0373 Ry
centre of gravity C = -0.1367 Ry = -1.860 eV
rms occupied width = 0.0950 Ry
p = 0.5895 Ry^-2, p^(-1/2) = 1.3024 Ry
Enu choice: Enu (Ry); m1 (Ry), m2 (Ry^2), m3 (Ry^3); misplaced electrons
 centre of gravity: -0.1367; -0.00000, 0.05416, 0.000277; 3.739e-04
 zero of m3: -0.1350; -0.01022, 0.05417, -0.000000; 2.681e-04
 Fermi level: 0.0373; -1.04391, 0.23578, -0.059590; 3.069e-02
 band bottom: -0.3336; 1.18154, 0.28683, 0.078089; 2.351e-02
Other densities at Enu = C, misplaced electrons:
 m0 phi^2 only: 1.572e-02
 normalized linear waves: 1.261e-02
At Enu = C: r (Bohr); phi, phidot, phiddot (Bohr^-3/2, Ry^0,-1,-2)
 0.5; 0.40642, 0.31006, 0.06834
 1.0; 0.60505, 0.41026, 0.02555
 2.0; 0.35861, 0.01280, -0.25189
 3.0; 0.16818, -0.41420, -0.29744
Density n (Bohr^-3): r; m0 part, m2 part, three-moment sum, direct sum
 0.5; 0.078865, 0.000534, 0.079399, 0.079388
 1.0; 0.174791, 0.000792, 0.175583, 0.175560
 2.0; 0.061401, -0.000389, 0.061013, 0.061013
 3.0; 0.013505, 0.000524, 0.014028, 0.014032
Measured error orders in level width (skewed test levels):
 phi^2 only 1.993, linear waves 1.999
 three moments at C 2.985, at zero of m3 4.003
leading-remainder relative mismatch = 0.0048
\end{verbatim}
